# Order-α² Relativistic Energy of Ground-State Helium in a Hylleraas Basis

## Problem

A helium atom in its ground state \(1\,{}^1S\) has a fixed point nucleus of charge \(Z=2\). Hartree atomic units are used, with \(\mathbf u=\mathbf r_1-\mathbf r_2\), \(u=|\mathbf u|\), \(\hat{\mathbf u}=\mathbf u/u\) and \(\mathbf p_i=-i\nabla_i\). The nonrelativistic Hamiltonian is

\[
H=-\tfrac12(\nabla_1^2+\nabla_2^2)+V,\qquad V=-\frac Z{r_1}-\frac Z{r_2}+\frac1u .
\]

The leading relativistic energy is the expectation value, in the eigenfunction of \(H\), of the Breit–Pauli operator. It consists of

- the mass-velocity term \(-\frac{\alpha^2}{8}(p_1^4+p_2^4)\);
- the Darwin term \(\frac{\alpha^2}{8}(\nabla_1^2V+\nabla_2^2V)\);
- the orbit-orbit term \(-\frac{\alpha^2}{2u}\left[\mathbf p_1\cdot\mathbf p_2+\hat{\mathbf u}\cdot(\hat{\mathbf u}\cdot\mathbf p_1)\mathbf p_2\right]\);
- the spin-orbit terms and the interaction of the two spin magnetic moments \(\boldsymbol\mu_i=-\alpha\mathbf s_i\).

(a) Reduce the operator to spatial expectation values for a singlet \(S\) state.

(b) Express each of them through a real function \(\psi(r_1,r_2,u)\) in a Hylleraas basis.

(c) Find relations that check the values by a second road.

(d) Evaluate the energy \(\alpha^2\mathcal E\) for helium, compare it with that of He\(^+\)(1s), and find the relativistic shift of the ionization energy.

## Solution

### (a) Reduction for a singlet

Since \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\), each nuclear attraction contributes \(+4\pi Z\delta(\mathbf r_i)\) to \(\nabla_i^2V\). The repulsion is differentiated once for each electron and contributes \(-8\pi\delta(\mathbf u)\) in all. The Darwin term is therefore

\[
\alpha^2\left\{\frac{\pi Z}{2}\left[\delta(\mathbf r_1)+\delta(\mathbf r_2)\right]-\pi\delta(\mathbf u)\right\}.
\]

The spin-orbit terms are linear in \(\mathbf s_1\) or \(\mathbf s_2\), whose expectation values vanish in a singlet. For the spin-spin term, the field of a point moment has the Fourier transform \(4\pi[\boldsymbol\mu_2-\hat{\mathbf k}(\hat{\mathbf k}\cdot\boldsymbol\mu_2)]\). Its average over directions of \(\mathbf k\) is \(4\pi(1-\frac13)\boldsymbol\mu_2=\frac{8\pi}3\boldsymbol\mu_2\), which is a contact field. The remainder is a rank-two tensor in the spins and has no expectation value for \(S=0\). The energy \(-\boldsymbol\mu_1\cdot\mathbf B\) thus leaves

\[
-\frac{8\pi}{3}\alpha^2\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf u),\qquad
\langle\mathbf s_1\cdot\mathbf s_2\rangle=\tfrac12\left(0-\tfrac34-\tfrac34\right)=-\tfrac34 ,
\]

that is, \(+2\pi\alpha^2\delta(\mathbf u)\). Together with the Darwin part \(-\pi\alpha^2\delta(\mathbf u)\), the total contact term is \(+\pi\alpha^2\delta(\mathbf u)\). Hence

\[
\mathcal E=-\tfrac18\langle p_1^4+p_2^4\rangle+\frac{\pi Z}{2}\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle+\pi\langle\delta(\mathbf u)\rangle+B, \tag{1}
\]

where \(\alpha^2B\) is the orbit-orbit expectation value.

### (b) Expectation values in a Hylleraas basis

**Basis and volume.** With \(s=r_1+r_2\) and \(t=r_1-r_2\), take

\[
\psi=\sum_m e^{-\zeta_m s}\sum_{i,j,k}c_{mijk}\,s^i t^{2j}u^k,\qquad i+2j+k\le\Omega_m .
\]

Even powers of \(t\) make \(\psi\) symmetric under exchange, as the antisymmetric spin function requires. Monomials are nearly linearly dependent in finite-precision arithmetic. The same space is spanned by products of Laguerre polynomials in \(x=s-u\), \(y=u+t\), \(z=u-t\), symmetrized in \(y\) and \(z\): these variables are linear in \(s,t,u\), and \(t\to-t\) exchanges \(y\) and \(z\).

For the volume element, the direction of \(\mathbf r_1\) gives \(4\pi\) and the azimuth of \(\mathbf r_2\) about it gives \(2\pi\). At fixed \(r_1,r_2\), the relation \(u^2=r_1^2+r_2^2-2r_1r_2\cos\theta\) gives \(|d\cos\theta|=u\,du/(r_1r_2)\). Therefore

\[
d^3r_1\,d^3r_2\to8\pi^2\,r_1r_2u\;dr_1\,dr_2\,du,\qquad |r_1-r_2|\le u\le r_1+r_2 .
\]

**Derivatives.** Subscripts 1, 2, \(u\) on \(\psi\) denote partial derivatives. Because \(\nabla_1u=\hat{\mathbf u}\) and \(\nabla_2u=-\hat{\mathbf u}\),

\[
\nabla_1\psi=\hat{\mathbf r}_1\psi_1+\hat{\mathbf u}\psi_u,\qquad
\nabla_2\psi=\hat{\mathbf r}_2\psi_2-\hat{\mathbf u}\psi_u . \tag{2}
\]

From \(\mathbf r_2=\mathbf r_1-\mathbf u\) and \(\mathbf r_1=\mathbf r_2+\mathbf u\) follow the cosines

\[
c_1=\hat{\mathbf r}_1\cdot\hat{\mathbf u}=\frac{r_1^2+u^2-r_2^2}{2r_1u},\qquad
c_2=-\hat{\mathbf r}_2\cdot\hat{\mathbf u}=\frac{r_2^2+u^2-r_1^2}{2r_2u}.
\]

The divergence of \(\nabla_1\psi\) uses \(\nabla_1\cdot\hat{\mathbf r}_1=2/r_1\) and \(\nabla_1\cdot\hat{\mathbf u}=2/u\):

\[
\nabla_1^2\psi=\frac2{r_1}\psi_1+\hat{\mathbf r}_1\cdot(\hat{\mathbf r}_1\psi_{11}+\hat{\mathbf u}\psi_{1u})+\frac2u\psi_u+\hat{\mathbf u}\cdot(\hat{\mathbf r}_1\psi_{1u}+\hat{\mathbf u}\psi_{uu}),
\]

\[
\nabla_1^2\psi=\psi_{11}+\frac2{r_1}\psi_1+\psi_{uu}+\frac2u\psi_u+2c_1\psi_{1u}. \tag{3}
\]

Exchanging 1 and 2 gives \(\nabla_2^2\psi\). With (3), the matrices \(S_{ab}=\langle f_a|f_b\rangle\) and \(H_{ab}=\langle f_a|Hf_b\rangle\) of the basis functions \(f_a\) follow by quadrature, and the lowest solution of \(H\mathbf c=E\,S\mathbf c\) is the variational ground state.

At fixed \(s\), the variables \((u,t)\) fill a triangle whose corners are the points \(u=0\), \(r_1=0\) and \(r_2=0\). Each of the denominators \(u\), \(r_1\), \(r_2\) vanishes at one of these corners and nowhere else. The triangle is cut into smaller triangles, each with one such corner. Writing a point of a piece as its corner plus \(\lambda\) times the vector from that corner to a point on the opposite side, with \(0\le\lambda\le1\), brings a Jacobian factor \(\lambda\). This cancels the \(1/\lambda\) left by the most singular integrands, so ordinary Gauss quadrature suffices.

**Mass-velocity.** Here and below \(\psi\) is normalized to one. The expectation value is taken as

\[
\langle p_1^4+p_2^4\rangle=\int\left[(\nabla_1^2\psi)^2+(\nabla_2^2\psi)^2\right]. \tag{4}
\]

The form matters. Near the nucleus \(\psi\propto1-Zr\), so \(\nabla^2\psi\) behaves as \(-2Z\psi(0)/r\), which is square integrable. A further Laplacian produces \(+8\pi Z\psi(0)\delta(\mathbf r)\), and differentiating only at \(r>0\) would miss it. For \(e^{-Zr}\), the pointwise result \(\nabla^4e^{-Zr}=(Z^4-4Z^3/r)e^{-Zr}\) gives \(Z^4-4Z^4=-3Z^4\) with \(\langle1/r\rangle=Z\). This is negative and cannot be the mean of a square. The missing term is \(8\pi Z|\psi(0)|^2=8Z^4\), since \(|\psi(0)|^2=Z^3/\pi\), and the correct value is \(5Z^4\).

**Delta functions.** At \(\mathbf r_1=0\) one has \(u=r_2\); at \(\mathbf u=0\) one has \(r_1=r_2\). With the arguments in the order \((r_1,r_2,u)\),

\[
\langle\delta(\mathbf r_1)\rangle=4\pi\!\int_0^\infty\! r^2\psi(0,r,r)^2dr,\qquad
\langle\delta(\mathbf u)\rangle=4\pi\!\int_0^\infty\! r^2\psi(r,r,0)^2dr. \tag{5}
\]

**Orbit-orbit.** Write \(G_{ij}=\delta_{ij}/u+u_iu_j/u^3\). Its divergence is

\[
\partial_iG_{ij}=-\frac{u_j}{u^3}+\frac{3u_j+u_j}{u^3}-\frac{3u_j}{u^3}=0 .
\]

There is no delta function at \(u=0\), because the flux through a small sphere scales as \(u^2\cdot u^{-1}\to0\). The operator \(\mathbf p_1\) may therefore be moved to the left of \(G\) and made to act on the bra. The factors \((-i)^*(-i)=1\) give

\[
B=-\frac12\int\partial_{1i}\psi\,G_{ij}\,\partial_{2j}\psi
=-\frac12\int\frac1u\left[\nabla_1\psi\cdot\nabla_2\psi+(\hat{\mathbf u}\cdot\nabla_1\psi)(\hat{\mathbf u}\cdot\nabla_2\psi)\right]. \tag{6}
\]

With \(c_{12}=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2=(r_1^2+r_2^2-u^2)/(2r_1r_2)\), equation (2) turns the bracket into

\[
c_{12}\psi_1\psi_2-c_1\psi_1\psi_u-c_2\psi_2\psi_u-\psi_u^2-(c_1\psi_1+\psi_u)(c_2\psi_2+\psi_u).
\]

For a real product \(\psi=\varphi(\mathbf r_1)\varphi(\mathbf r_2)\), the integrand of the first form in (6) is \(\frac14\,\partial_{1i}\varphi^2(\mathbf r_1)\,G_{ij}\,\partial_{2j}\varphi^2(\mathbf r_2)\). Integration by parts puts the derivative on \(G\), whose divergence is zero, so \(B=0\). A product of two equal real orbitals has no orbit-orbit energy. The same holds for any real \(\psi(r_1,r_2)\) that does not depend on \(u\): at fixed \(\mathbf r_2\) the vector \(\hat{\mathbf r}_1\psi_1\psi_2\) is a gradient with respect to \(\mathbf r_1\), and integration by parts again gives zero. In this state the term therefore requires angular correlation, the dependence of \(\psi\) on \(u\). As a check on (6), the trial function \(e^{-1.8s}(1+0.4u)\), with lengths in bohr and normalized to one, gives \(B=-0.19043\). Letting the original operator act on the same function by finite differences gives the same value to this accuracy.

### (c) A second road

The integrals (5) use \(\psi\) only where two particles meet, a region to which the variational energy is insensitive. Relations that involve the whole function can be derived from the Schrödinger equation. To see what an approximate \(\psi\) does to them, keep the residual \(\chi=(H-E)\psi\):

\[
\nabla_1^2\psi+\nabla_2^2\psi=-2(E-V)\psi-2\chi. \tag{7}
\]

For the mass-velocity term, \(a^2+b^2=(a+b)^2-2ab\). With \(\chi=0\) this gives

\[
\langle p_1^4+p_2^4\rangle=4\langle(E-V)^2\rangle-2\langle\nabla_1^2\psi|\nabla_2^2\psi\rangle. \tag{8}
\]

For the nuclear delta functions, use \((\nabla_1^2+\nabla_2^2)(1/r_j)=-4\pi\delta(\mathbf r_j)\), where the Laplacian of the other electron gives zero. Moving the Laplacians onto \(\psi^2\),

\[
4\pi\langle\delta(\mathbf r_j)\rangle=-\int\frac1{r_j}\sum_i\nabla_i^2\psi^2
=-\int\frac1{r_j}\Big[2\psi\sum_i\nabla_i^2\psi+2\sum_i|\nabla_i\psi|^2\Big].
\]

Inserting (7) gives

\[
4\pi\langle\delta(\mathbf r_j)\rangle=4\Big\langle\frac{E-V}{r_j}\Big\rangle-2\sum_i\int\frac{|\nabla_i\psi|^2}{r_j}+4\Big\langle\frac{\psi}{r_j}\Big|\chi\Big\rangle. \tag{9}
\]

For \(1/u\) both Laplacians contribute, so the left side becomes \(8\pi\langle\delta(\mathbf u)\rangle\). After division by two,

\[
4\pi\langle\delta(\mathbf u)\rangle=2\Big\langle\frac{E-V}{u}\Big\rangle-\sum_i\int\frac{|\nabla_i\psi|^2}{u}+2\Big\langle\frac\psi u\Big|\chi\Big\rangle. \tag{10}
\]

Without the \(\chi\) terms, these are identities for an exact eigenfunction. With an approximate one, the values from (4) and (5), called direct, differ from the values of the identities. For the delta functions the difference is given by the last terms of (9) and (10).

### (d) Numbers and comparison

**The ion.** For the 1s state, \(\langle p^4\rangle=5Z^4\) and \(\langle\delta\rangle=Z^3/\pi\), so

\[
\mathcal E(\mathrm{He}^+)=-\frac{5Z^4}{8}+\frac{Z^4}{2}=-\frac{Z^4}{8}=-10+8=-2 .
\]

The Dirac energy without the rest energy, \(\alpha^{-2}\left(\sqrt{1-Z^2\alpha^2}-1\right)=-\frac{Z^2}{2}-\frac{Z^4\alpha^2}{8}-\dots\), has the same coefficient.

**The atom.** Three exponents \(\zeta=1.9,\ 3.6,\ 7.0\) bohr\(^{-1}\) are used, with highest degrees 12, 9 and 6. The 427 functions give \(E=-2.903724377\) hartree. The identities yield \(\langle p_1^4+p_2^4\rangle=108.17614\), \(\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle=3.620859\) and \(\langle\delta(\mathbf u)\rangle=0.106345\) in atomic units; the last digit of \(\langle p_1^4+p_2^4\rangle\) is not converged in this basis and is uncertain by about \(10^{-5}\). Since \(\pi Z/2=\pi\), the terms of (1) are

\[
-\frac{108.17614}{8}=-13.52202,\qquad \pi(3.620859)=11.37526,\qquad \pi(0.106345)=0.33409,
\]

and (6) gives \(B=-0.139095\). Adding the unrounded values,

\[
\mathcal E(\mathrm{He})=-1.951756\ \text{(identities)},\qquad -1.951747\ \text{(direct)} .
\]

**Accuracy.** In spaces of 136, 253 and 427 functions, the identity sum is \(-1.951812\), \(-1.951761\), \(-1.951756\), and the direct sum is \(-1.951841\), \(-1.951762\), \(-1.951747\). The last enlargement moves the first by \(5\times10^{-6}\) and the second by \(1.5\times10^{-5}\), although the energy changes by only about \(3\times10^{-10}\) hartree. An error \(\delta\psi\) enters the variational energy quadratically but a general expectation value linearly.

At 253 functions the two sums agree to about \(10^{-6}\), yet both then move by more than that. Their agreement checks the formulas for the mass-velocity and delta-function terms. It is not an error bound, and it does not test \(B\), which is the same number in both sums. The result supported by these data is

\[
\boxed{\mathcal E(\mathrm{He})\approx-1.95175}
\]

with an estimated uncertainty of \(10^{-5}\). In other units the correction \(\alpha^2\mathcal E\) is \(-1.0393\times10^{-4}\) hartree, or \(-22.811\) cm\(^{-1}\). For the ion it is \(-1.0650\times10^{-4}\) hartree, or \(-23.375\) cm\(^{-1}\).

**What the second electron does.** Subtracting the ion's terms from those of the atom gives

\[
\underbrace{-3.52202}_{\text{mass-velocity}}+\underbrace{3.37526}_{\text{Darwin}}+\underbrace{0.33409}_{\text{contact}}\underbrace{-\,0.139095}_{\text{orbit-orbit}}\approx+0.0482 .
\]

The atom, with two electrons, is lowered slightly less than the ion with one. The one-electron operators alone would say the opposite: their changes add to \(-0.1468\). The two-electron terms add \(+0.1950\) and reverse the sign. The contact term is responsible, since the orbit-orbit term is negative.

The ionization energy is \(E(\mathrm{He}^+)-E(\mathrm{He})\), so its relativistic shift is

\[
\alpha^2\left[-2-(-1.95176)\right]=-0.0482\,\alpha^2\ \text{hartree}=-2.569\times10^{-6}\ \text{hartree}=-0.564\ \text{cm}^{-1}.
\]

This small difference inherits the absolute uncertainty \(10^{-5}\) of \(\mathcal E\), which is about two parts in \(10^4\) of the shift.

**The limit of a strong nucleus.** Along the helium-like ions, for \(Z\gg1\) but still \(Z\alpha\ll1\), the repulsion becomes weak compared with the nuclear attraction, and \(\psi\) approaches a product of two functions \(e^{-Zr}\). The one-electron terms then give twice the value of the one-electron ion, \(-Z^4/4\). For this product

\[
\pi\langle\delta(\mathbf u)\rangle=\pi\left(\frac{Z^3}{\pi}\right)^2\int_0^\infty4\pi r^2e^{-4Zr}dr=\pi\,\frac{Z^6}{\pi^2}\,\frac{4\pi\cdot2}{(4Z)^3}=\frac{Z^3}{8},
\]

and \(B=0\). The contact term is smaller than the leading term by a factor of order \(1/Z\). Screening changes the one-electron terms at the same order \(Z^3\), so only \(-Z^4/4\) is a consistent limit. The shift of the ionization energy tends to \(\alpha^2(-Z^4/8+Z^4/4)=+\alpha^2Z^4/8\), with the sign opposite to that in neutral helium.

Used at \(Z=2\), the bare product would give \(-4+1=-3\) instead of \(-1.95\). Helium is far from this limit, and the near equality of \(\mathcal E(\mathrm{He})\) and \(\mathcal E(\mathrm{He}^+)\) is a cancellation at this \(Z\), not a general rule.

**Range of validity.** Equation (1) is the first relativistic correction in an expansion in \(\alpha\), and it requires \(Z\alpha\ll1\). Nuclear motion, nuclear size and terms from \(\alpha^3\) on, which include the radiative corrections, are absent, so the wavenumbers above are not complete predictions of measured energies. The contact coefficient \(+\pi\) belongs to singlets. In a triplet the spatial function is antisymmetric and vanishes at \(\mathbf u=0\), so the contact term is zero. The full set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
nuclear charge Z = 2; alpha = 0.007297353; alpha^2 = 5.325135e-05
basis sets (zeta in 1/bohr, highest degree): [(1.9, 12), (3.6, 9), (7.0, 6)]
convergence: functions, energy (hartree), direct sum, identity sum (alpha^2 hartree)
   136  -2.9037243669  -1.9518406  -1.9518120
   253  -2.9037243767  -1.9517623  -1.9517612
   427  -2.9037243770  -1.9517469  -1.9517558
kinetic energy = 2.90372438 hartree; potential energy = -5.80744875 hartree
variance of H = 2.15e-08 hartree^2
singlet <s1.s2> = -0.7500; contact coefficient / pi = 1.0000
<p1^4+p2^4>: direct 108.176035, identity 108.176141 a.u.
<delta(r1)+delta(r2)>: direct 3.6208568, identity 3.6208586 bohr^-3
  direct minus identity -1.75e-06, from (H-E)psi -1.75e-06 bohr^-3
<delta(r12)>: direct 0.1063457, identity 0.1063454 bohr^-3
  direct minus identity 3.63e-07, from (H-E)psi 3.63e-07 bohr^-3
terms in alpha^2 hartree: He direct, He identity, He+, He (identity) minus He+
  mass-velocity   -13.522004  -13.522018  -10.000000   -3.522018
  Darwin           11.375257   11.375263    8.000000    3.375263
  contact           0.334095    0.334094    0.000000    0.334094
  orbit-orbit      -0.139095   -0.139095    0.000000   -0.139095
  total            -1.951747   -1.951756   -2.000000    0.048244
Dirac alpha^2 coefficient for He+ = -2.000000 alpha^2 hartree
trial function exp(-1.8 s)(1+0.4 u), orbit-orbit in alpha^2 hartree:
  operator form -0.1904325, gradient form -0.1904327
product function exp(-1.8 s): orbit-orbit = 2.0e-16 alpha^2 hartree
He correction = -1.03934e-04 hartree = -22.8108 cm^-1
He+ correction = -1.06503e-04 hartree = -23.3746 cm^-1
ionization-energy shift = -0.04824 alpha^2 hartree
  = -2.5691e-06 hartree = -0.5638 cm^-1
```
